\section*{Why Plasma Smoothing of Resist Edges Spares Long-Wavelength Linewidth Variation}

\section{Smoothing of resist edges by a plasma cure}

\subsection{The decision in a roughness budget}

To predict linewidth roughness after a plasma cure, one must decide whether to multiply the incoming roughness by a single smoothing factor or to damp each wavelength at its own rate. In the example below, the first choice fails badly. The same 60 s treatment removes 75\% of the rms width variation at wavelengths of 10--40 nm and 0.1\% of that above 200 nm.

The model is a resist line whose sidewalls have been softened by ultraviolet light and ions from the plasma. Each softened skin has thickness $d$, surface tension $\gamma$ and Newtonian viscosity $\eta$, and it adheres to a stiff core. Erosion, shrinkage and roughening by the plasma are left out. Let $y$ run along the line and $x$ point out of the resist, with the mean edge at $x=0$ and the core at $x=-d$. The edge is displaced by
\begin{equation}
h(y,t)=a(t)\cos ky,\qquad k=2\pi/\lambda ,
\end{equation}
uniformly over the line height, with $a\ll d$ and $ka\ll1$. To first order in $a$ the core boundary may be flat or may follow the initial edge: the unperturbed skin is at rest, so moving the boundary slightly changes the flow only at second order.

\subsection{Why the rate depends on wavelength}

Surface tension raises the pressure under a crest by $-\gamma h_{yy}=\gamma k^2a\cos ky$. This is the drive, and it is weak for long waves because they are gently curved. The rate also depends on how easily material can move from crest to trough.

In a thin skin, $kd\ll1$, the flow runs along the wall. The balance $\eta\,\partial_x^2u_y=\partial_yp$, with $u_y=0$ at the core and $\partial_xu_y=0$ at the surface, gives the flux $-d^3\partial_yp/(3\eta)$. Volume conservation, $h_t=-\partial_y(\text{flux})$, then gives
\begin{equation}
h_t=\frac{d^3}{3\eta}\,p_{yy}=-\frac{\gamma d^3}{3\eta}\,h_{yyyy},
\qquad \Gamma=\frac{\gamma d^3k^4}{3\eta},
\label{thin}
\end{equation}
where $a\propto e^{-\Gamma t}$. Two powers of $k$ come from curvature. The other two come from transport: a longer wave has a smaller pressure gradient and must move its material farther. Curvature alone would not give the fourth power.

\subsection{The rate for any skin thickness}

Short ripples do not satisfy $kd\ll1$, so the full slow-flow problem is needed. Write
\begin{equation}
u_x=U(x)\cos ky,\quad u_y=V(x)\sin ky,\quad p=P(x)\cos ky .
\end{equation}
Incompressibility gives $U'+kV=0$, so $V=-U'/k$. The two components of the Stokes equation are
\begin{align}
P'&=\eta(U''-k^2U),\\
kP&=-\eta(V''-k^2V)=\frac{\eta}{k}(U'''-k^2U').
\end{align}
Differentiating the second and inserting the first eliminates $P$:
\begin{equation}
U''''-2k^2U''+k^4U=0 .
\end{equation}

At the core, $U=0$ and $V=0$, hence $U=U'=0$. At the free surface the shear stress vanishes, so $V'-kU=0$, or $U''+k^2U=0$. The normal stress there equals $\gamma h_{yy}$, with the outside pressure taken as zero:
\begin{equation}
-P+2\eta U'=-\gamma k^2a
\;\Longrightarrow\;
\eta(U'''-3k^2U')=\gamma k^4a .
\label{normal}
\end{equation}

Let $\zeta=k(x+d)$ and $q=kd$. The general solution combines $\sinh\zeta$, $\cosh\zeta$, $\zeta\sinh\zeta$ and $\zeta\cosh\zeta$. The two core conditions leave
\begin{equation}
U=Af+Bg,\qquad f=\sinh\zeta-\zeta\cosh\zeta,\qquad g=\zeta\sinh\zeta .
\end{equation}
With primes on $f$ and $g$ denoting $d/d\zeta$,
\begin{align}
f'&=-\zeta\sinh\zeta, & g'&=\sinh\zeta+\zeta\cosh\zeta,\nonumber\\
f''&=-\sinh\zeta-\zeta\cosh\zeta, & g''&=2\cosh\zeta+\zeta\sinh\zeta,\\
f'''&=-2\cosh\zeta-\zeta\sinh\zeta, & g'''&=3\sinh\zeta+\zeta\cosh\zeta .\nonumber
\end{align}
Write $S_q=\sinh q$ and $C_q=\cosh q$. Zero shear stress requires
\begin{equation}
-2qC_qA+2(C_q+qS_q)B=0,
\end{equation}
which is met by $A=D(C_q+qS_q)$ and $B=DqC_q$. The normal-stress condition (\ref{normal}), divided by $\eta k^3$, becomes
\begin{align}
\frac{\gamma ka}{\eta}
&=A(-2C_q+2qS_q)+B(-2qC_q)\nonumber\\
&=D\left[-2C_q^2+2q^2S_q^2-2q^2C_q^2\right]
=-2D(C_q^2+q^2),
\end{align}
because $C_q^2-S_q^2=1$. The surface velocity is
\begin{align}
U(0)&=D\left[(C_q+qS_q)(S_q-qC_q)+q^2S_qC_q\right]\nonumber\\
&=D\left[S_qC_q-q(C_q^2-S_q^2)\right]=D(S_qC_q-q).
\end{align}
The surface moves with the liquid, so $\dot a=U(0)=-\Gamma a$ and
\begin{equation}
\boxed{\;\Gamma(k)=\frac{\gamma k}{2\eta}\,
\frac{\sinh q\cosh q-q}{\cosh^2q+q^2},\qquad q=kd .\;}
\label{rate}
\end{equation}

For $q\ll1$ the numerator is $2q^3/3$ and the denominator is 1, which recovers (\ref{thin}). For $q\gg1$ the fraction tends to 1 and $\Gamma\to\gamma k/(2\eta)$. The ripple then no longer feels the core. Its mobility, defined as $\Gamma/(\gamma k^2)$, is $1/(2\eta k)$ and falls with $k$, but the curvature pressure rises faster, so short waves still decay sooner.

\subsection{How large the effect is}

Take a line 40 nm wide and 60 nm high with $d=10$ nm, $\gamma=0.03$ N/m, $\eta=10^8$ Pa\,s and a treatment time of 60 s. At $\lambda=20$ nm, $k=3.14\times10^8$ m$^{-1}$ and $q=3.14$. The prefactor $\gamma k/(2\eta)$ is 0.047 s$^{-1}$ and the fraction in (\ref{rate}) is 0.91, giving $\Gamma=0.043$ s$^{-1}$. At 500 nm, $q=0.126$ and the thin-skin formula gives $2.5\times10^{-6}$ s$^{-1}$; the full formula gives $2.4\times10^{-6}$ s$^{-1}$.

\begin{center}
\begin{tabular}{rrrr}
$\lambda$ (nm) & pressure per nm (kPa) & $\Gamma t$ & amplitude left (\%)\\
20 & 2960 & 2.6 & 7.7\\
50 & 474 & 0.39 & 67\\
100 & 118 & 0.055 & 94.7\\
200 & 29.6 & 0.0050 & 99.5\\
500 & 4.7 & 0.00015 & 99.99
\end{tabular}
\end{center}

The second column is the capillary pressure for a ripple amplitude of 1 nm. Between 500 and 20 nm the rate rises by a factor of 18\,000: 625 from curvature pressure and 28 from mobility. The times for the amplitude to fall to $1/e$ are 23 s at 20 nm and 115 h at 500 nm. Long waves are thus not immune; the treatment ends long before they respond. In this volume-conserving model the mean width, $k=0$, does not relax.

Setting $\Gamma t=1$ defines a cutoff wavelength, here 34 nm. Ten times the treatment time moves it to 82 nm, a factor of 2.4. The thin-skin law $\lambda_c\propto t^{1/4}$ would give 1.8, but it does not yet apply, since $kd=1.9$ at the first cutoff.

\subsection{What remains in the linewidth}

Let $S(k)$ be the spectrum of one edge, normalised so that its variance is $(1/\pi)\int_0^\infty S\,dk$. Amplitudes decay as $e^{-\Gamma t}$, so $S$ decays as $e^{-2\Gamma t}$. For two uncorrelated edges the variances add, and the width variance in a band is
\begin{equation}
\sigma_w^2=\frac{2}{\pi}\int_{\rm band}S(k,0)\,e^{-2\Gamma(k)t}\,dk .
\end{equation}
Assume an initial edge correlation $\sigma^2e^{-|y|/\xi}$ with $\sigma=1.2$ nm and $\xi=20$ nm. Its cosine transform is
\begin{equation}
S(k,0)=\frac{2\sigma^2\xi}{1+k^2\xi^2}.
\end{equation}
Numerical quadrature over wavelengths above 10 nm gives these rms widths:

\begin{center}
\begin{tabular}{lrrr}
band & before (nm) & after (nm) & change (\%)\\
10--40 nm & 0.65 & 0.16 & $-75$\\
40--200 nm & 1.13 & 1.01 & $-11$\\
above 200 nm & 1.01 & 1.01 & $-0.1$\\
all above 10 nm & 1.65 & 1.44 & $-13$
\end{tabular}
\end{center}

The bands add in quadrature. The 10--40 nm band holds only 15\% of the initial variance, while wavelengths above 200 nm hold 38\%. Removing most of the fine structure, together with the modest loss at 40--200 nm, therefore lowers the total rms by only 13\%. An edge can therefore look much smoother in a micrograph while its linewidth statistics improve modestly.

\subsection{If the whole line softens}

The stiff core is not essential to the conclusion. Suppose the full width $w$ is liquid and both edges bulge outward together. By mirror symmetry, $U=0$ and the shear stress vanishes at the midplane, so $U''=0$ there as well. With $\zeta$ now measured from the midplane and $Q=kw/2$, the solution is $U=A\sinh\zeta+B\zeta\cosh\zeta$. Zero shear stress at the surface gives
\begin{equation}
2A\sinh Q+2B(\sinh Q+Q\cosh Q)=0,
\end{equation}
so $A=-D(\sinh Q+Q\cosh Q)$ and $B=D\sinh Q$. The normal-stress condition becomes
\begin{align}
\frac{\gamma ka}{\eta}&=-2A\cosh Q-2BQ\sinh Q\nonumber\\
&=2D(\sinh Q\cosh Q+Q)=D(\sinh2Q+2Q).
\end{align}
The surface velocity is $A\sinh Q+BQ\cosh Q=-D\sinh^2Q$, hence
\begin{equation}
\Gamma_{\rm soft}=\frac{\gamma k}{\eta}\,\frac{\sinh^2Q}{\sinh2Q+2Q}
\;\xrightarrow{\,Q\ll1\,}\;\frac{\gamma wk^2}{8\eta}.
\end{equation}
Without wall friction the long-wave mobility is constant, and the curvature factor $k^2$ remains. At 500 nm the rate is $2.4\times10^{-4}$ s$^{-1}$, a hundred times that of the skin, yet 98.6\% of the amplitude survives 60 s. With this rate the three bands change by $-87$, $-31$ and $-2.6$\% and the total by $-24$\%: the ordering is kept, but the total gain nearly doubles. This planar estimate omits both the grip of the substrate and vertical flow, and vertical flow can matter more. For a line that slips freely on the substrate and strains uniformly at constant cross-section, balancing the loss of surface energy $\gamma(2H+w)$ against viscous dissipation gives $\dot w=\gamma(2H-w)/(4\eta H)$, where $H$ is the height. In 60 s the mean width then grows from 40 to 46 nm, while 93\% of a slow width variation survives. A freely slipping line can also strain along its length, because its axial tension depends on the width; allowing this raises the surviving part to about 97\%.

\subsection{Where the numbers can move}

The parameters are rough, assumed values for a softened resist skin. Viscosity is the least certain, because it changes steeply with temperature near the glass transition. Since $\Gamma t\propto t/\eta$, a tenfold lower viscosity at fixed time moves the cutoff to 82 nm, just as a tenfold longer treatment does. Real skins also soften gradually with depth; the fully soft line shows how far deeper softening can move the result in planar flow.

Finite height matters at the longest wavelengths. Skin flow rounds the top corner over a length of order $\ell=(\gamma d^3t/3\eta)^{1/4}=9$ nm (a thin-skin estimate, rough here because $\ell$ is close to $d$), where the assumption of a uniform edge fails. Pressure on the sidewall also drives material over this corner. If the core boundary follows the initial edge, the flux is of order $\gamma d^3k^2a/(3\eta\ell)$. Acting for a time $t$ and spread over the height $H$, it changes the mean edge by a fraction of order $k^2\ell^3/H$. At 500 nm this is of order 0.1\%, more than the planar 0.015\% but still small. It does not continue as a steady extra decay rate, because the displaced liquid builds up a curvature that opposes further flow. If the core boundary is flat instead, the rippled skin thickness alters the corner flow itself at first order in $a$. The height-averaged ripple can then shift by a few per cent, and the planar result applies only to the sidewall away from the corner.

Thermal motion sets a floor. The surface energy $\frac12\gamma H\int h_y^2\,dy$ and equipartition give $S_{\rm eq}=k_BT/(\gamma Hk^2)$, and the spectrum relaxes towards it according to $\dot S=-2\Gamma(S-S_{\rm eq})$. At 330 K this raises the final height-averaged 10--40 nm width roughness from 0.16 to 0.18 nm and the total by less than 0.01 nm. Thermal ripples that vary over the height add more to a width measured at a single height. Each mode $\cos(n\pi z/H)$ contributes $k_BT/[\gamma H(k^2+n^2\pi^2/H^2)]$ at equilibrium; summing them raises the final 10--40 nm roughness to about 0.3 nm (0.28 nm if vertical wavelengths are cut at 10 nm, 0.30 nm at 2 nm), so at a single height the reduction in this band is about 55\% rather than 75\%.

The correction for finite amplitude is small. For a ripple of amplitude $0.17d$, numerical integration of the nonlinear thin-skin equation over one linear decay time lowers the mean decay rate by 1.5\% for a flat core boundary and 0.8\% for one that follows the initial edge. This covers long waves, not the 20 nm ripple. 
The assumption of Newtonian flow is less secure. With a rough glassy modulus $G=1$ GPa, the elastic response time $\eta/G$ is only 0.1 s. In a softened polymer, however, the chains relax more slowly and with a much lower modulus. For a chain modulus of 0.3 MPa, $\eta/G$ is about 300 s, longer than the treatment. A single viscosity is then not enough, and the decay and linewidth figures above hold only for the Newtonian model; a quantitative prediction needs the measured time-dependent response of the skin.

\subsection{What to do about it}

Subtract the image noise from the measured spectrum. If the edge displacement is nearly uniform over the line height, the skin flows as a Newtonian liquid over the treatment time, the spectrum lies well above the thermal floor, and erosion, shrinkage and crosslinking are minor, apply $e^{-2\Gamma t}$ to that spectrum rather than one factor to the total roughness, and report the bands separately. Displacements that vary over the height decay faster than $\Gamma(k)$ predicts, because their total wavenumber is larger. Inspect lines several times longer than the longest wavelength of concern; a field of view much shorter than the wavelength records the variation largely as a shift of mean width.

Where capillary flow of the skin is the smoothing mechanism, do not rely on a stronger cure to remove the slow part; erosion, shrinkage and stress in a real cure act differently on long waves and are outside this model. With the other settings fixed, bringing the 500 nm ripple to $\Gamma t=1$ in the planar model requires $t/\eta$ to rise about 6900-fold. The nominal corner-rounding length grows as the fourth root of that factor, about ninefold, to some 80 nm. That exceeds the height of the line, so before the ripple could fade to $1/e$, the softened skin would have been redistributed over the whole sidewall, even though the stiff core kept its shape. Under these conditions, long-wavelength variation has to be reduced before the cure, in the mask, the exposure or the resist, while the cure deals with the fine edge structure.

Numerical values quoted here were computed with a short program.
